\section*{Second-variation spin-orbit coupling and the missing p1/2 character of heavy elements}

\section{What goes wrong}

Second variation solves the scalar-relativistic problem first and then diagonalizes spin-orbit coupling among the states obtained. For the 6p level of a model atom with nuclear charge 82, all p states up to 10 hartree, 17 in number, give a splitting of 0.0992 hartree. The complete calculation gives 0.1299 hartree, so the truncated splitting is 24\% too small. Raising the cutoff to 1000 hartree still leaves the $p_{1/2}$ level 21 mHa too high.

The matrix algebra is correct in both calculations. The trouble is that scalar-relativistic p functions have the wrong shape near the nucleus, and empty states repair it slowly. One extra function with $p_{1/2}$ shape repairs it quickly.

Hartree atomic units are used, with $c=137.036$. The potential $V(r)$ is spherical, fixed and zero at infinity, and the nucleus is a point charge $Z$.

\section{One level by hand}

Take a single p level with energy $\varepsilon$ and spin-orbit strength $\xi$. Its six spin-orbitals are coupled by
\begin{equation}
H=\varepsilon+\xi\,\boldsymbol\sigma\cdot\mathbf L-b\,\sigma_z ,
\end{equation}
where $b$ is a uniform exchange field. With $\sigma_+=|{\uparrow}\rangle\langle{\downarrow}|$ and $\sigma_-=\sigma_+^\dagger$,
\begin{equation}
\boldsymbol\sigma\cdot\mathbf L=\sigma_zL_z+\sigma_+L_-+\sigma_-L_+ ,
\end{equation}
which conserves $m_j=m+m_s$. The sector $m_j=-1/2$ contains $|m{=}0,\downarrow\rangle$ and $|m{=}{-1},\uparrow\rangle$. Since $L_-|0\rangle=\sqrt2\,|{-1}\rangle$,
\begin{equation}
\boldsymbol\sigma\cdot\mathbf L=\begin{pmatrix}0&\sqrt2\\ \sqrt2&-1\end{pmatrix},
\qquad \lambda^2+\lambda-2=0,\qquad \lambda=1,\,-2 .
\end{equation}
These agree with $\boldsymbol\sigma\cdot\mathbf L=j(j+1)-l(l+1)-\tfrac34$. I write $s$ for this number: $s=-2$ for $p_{1/2}$ and $s=1$ for $p_{3/2}$.

For the model 6p level, $\varepsilon=-0.57964$ and $\xi=0.03602$ hartree. Without a field,
\begin{align}
E_{1/2}&=-0.57964-2(0.03602)=-0.6517,\\
E_{3/2}&=-0.57964+0.03602=-0.5436 .
\end{align}
The splitting is $3\xi=0.1081$ hartree.

Now let $b=0.01$ hartree. The diagonal elements, relative to $\varepsilon$, become $+b=0.0100$ and $-\xi-b=-0.0460$, and the coupling is $\sqrt2\,\xi=0.0509$. The mean of the diagonal elements is $-0.0180$ and half their difference is $0.0280$, so the lower eigenvalue is
\begin{equation}
-0.0180-\sqrt{0.0280^2+0.0509^2}=-0.0761 .
\end{equation}
The weight of the spin-up component minus that of the spin-down component gives the spin moment:
\begin{equation}
\langle\sigma_z\rangle=\frac{0.0280}{0.0581}=0.48 .
\end{equation}
At $b\to0$ the same ratio is $(\xi/2)/(3\xi/2)=1/3$. The field mixes $p_{1/2}$ with $p_{3/2}$ and raises the moment; a larger spin-orbit splitting resists this mixing.

\section{A second radial state}

Add one more p state. At $b=0$, each value of $s$ has its own matrix,
\begin{equation}
\begin{pmatrix}\varepsilon_1+s\xi_{11}&s\xi_{12}\\ s\xi_{12}&\varepsilon_2+s\xi_{22}\end{pmatrix}.
\end{equation}
To second order in $\xi$, the first level is
\begin{equation}
E_1\simeq\varepsilon_1+s\xi_{11}+\frac{s^2\xi_{12}^2}{\varepsilon_1-\varepsilon_2}.
\end{equation}
A core state, $\varepsilon_2<\varepsilon_1$, pushes the valence level up. An empty state, $\varepsilon_2>\varepsilon_1$, pushes it down. Omitting empty states therefore leaves the level too high by an amount proportional to $s^2$ at this order, four times larger for $p_{1/2}$ than for $p_{3/2}$.

\section{Where the matrix elements come from}

With the rest energy removed, the Dirac equations are
\begin{align}
V\phi+c\,\boldsymbol\sigma\cdot\mathbf p\,\chi&=E\phi,\\
c\,\boldsymbol\sigma\cdot\mathbf p\,\phi+(V-2c^2)\chi&=E\chi .
\end{align}
The second line gives $\chi=c\,\boldsymbol\sigma\cdot\mathbf p\,\phi/(2c^2+E-V)$. Inserting it in the first gives
\begin{equation}
\boldsymbol\sigma\cdot\mathbf p\,K_E\,\boldsymbol\sigma\cdot\mathbf p\,\phi+V\phi=E\phi,
\qquad K_E=\frac{c^2}{2c^2+E-V}.
\end{equation}
In terms of the Koelling--Harmon mass $M=1+(E-V)/2c^2$, $K_E=1/2M$. Dropping $E$ from it, which requires $|E|\ll2c^2-V$, gives the zeroth-order regular approximation with $K=c^2/(2c^2-V)$. The operator no longer depends on the level, so its eigenstates are orthogonal.

To separate the spin, use $\sigma_a\sigma_b=\delta_{ab}+i\epsilon_{abd}\sigma_d$ and $p_aK=Kp_a-i\partial_aK$. The part with $p_ap_b$ vanishes against $\epsilon_{abd}$, and $i(-i)=1$, so
\begin{equation}
\boldsymbol\sigma\cdot\mathbf p\,K\,\boldsymbol\sigma\cdot\mathbf p
=\mathbf p\cdot K\mathbf p+\boldsymbol\sigma\cdot(\nabla K\times\mathbf p)
=\mathbf p\cdot K\mathbf p+\frac{K'}{r}\,\boldsymbol\sigma\cdot\mathbf L ,
\end{equation}
because $\nabla K=K'\mathbf r/r$. Here $K'=c^2V'/(2c^2-V)^2$. For $|V|\ll2c^2$ the last term becomes $V'\,\boldsymbol\sigma\cdot\mathbf L/(4c^2r)$, the usual weakly relativistic form.

With $P=rR$, where $R$ is the radial function, the scalar-relativistic energy functional for $l=1$ is
\begin{equation}
\int\!\Big\{K\Big[\Big(P'-\frac Pr\Big)^2+\frac{2P^2}{r^2}\Big]+VP^2\Big\}dr,
\end{equation}
and the coupling matrix is
\begin{equation}
\xi_{ij}=\int P_i\,\frac{K'}{r}\,P_j\,dr .
\end{equation}

A reference that avoids the expansion in scalar-relativistic states uses $\kappa=1$ for $p_{1/2}$ and $\kappa=-2$ for $p_{3/2}$:
\begin{equation}
\int\Big[K\Big(P'+\frac{\kappa P}{r}\Big)^2+VP^2\Big]dr .
\end{equation}
To see that it is the same operator, expand
\begin{equation}
\Big(P'+\frac{\kappa P}{r}\Big)^2=\Big(P'-\frac Pr\Big)^2+(\kappa+1)\frac{(P^2)'}{r}+(\kappa^2-1)\frac{P^2}{r^2}.
\end{equation}
Integrating the middle term by parts gives
\begin{equation}
\int\frac Kr(P^2)'dr=\int\Big(\frac K{r^2}-\frac{K'}r\Big)P^2dr .
\end{equation}
The boundary terms vanish: $P=0$ at the outer wall, and $K/r$ is finite at the nucleus while $P\to0$. The coefficient of $KP^2/r^2$ is then $\kappa(\kappa+1)=2$, and that of $K'P^2/r$ is $-(\kappa+1)=s$. Using all scalar-relativistic states of the numerical basis reproduced both reference levels within the tested tolerance of 0.01 mHa.

\section{The method in general}

For $N$ scalar-relativistic spatial states:
\begin{enumerate}
\item Compute the energies $\varepsilon_i$ and functions, keeping the lower shells.
\item Evaluate the spin-orbit matrix between all pairs of states.
\item Build the matrix of dimension $2N$,
\begin{equation}
H_{i\tau,j\tau'}=\varepsilon_i\delta_{ij}\delta_{\tau\tau'}+\langle i\tau|\frac{K'}r\boldsymbol\sigma\cdot\mathbf L|j\tau'\rangle-\langle i\tau|\mathbf b\cdot\boldsymbol\sigma|j\tau'\rangle .
\end{equation}
\item Diagonalize it and form spin moments from the eigenvectors.
\item Repeat with a higher cutoff, following $p_{1/2}$ and $p_{3/2}$ separately.
\end{enumerate}
In a crystal, $i$ runs over the bands at one wave vector and the spin-orbit term is summed over atomic spheres. In the atom, each radial p state supplies three spatial states, so 17 radial states give dimension $17\times6=102$.

The ordered eigenvalues obey a bound. The $k$th eigenvalue in a trial space is the smallest possible maximum of the energy over its $k$-dimensional subspaces. A larger trial space offers more subspaces, so that eigenvalue cannot rise when states are added, and it stays above its complete-basis value. The bound refers to the regular two-component Hamiltonian, not to the Dirac equation.

\section{Why $p_{1/2}$ is hard to represent}

Close to a point nucleus, $V\simeq-Z/r$ and $K\simeq c^2r/Z$. This holds for $r\ll Z/2c^2$, which is 0.0022 bohr at $Z=82$. The radial equation is
\begin{equation}
-\frac1{r^2}(r^2KR')'+\frac{2K}{r^2}R+s\frac{K'}rR+VR=ER .
\end{equation}
Insert $R=r^a$ and divide by $c^2r^{a-1}/Z$. The term in $E$ is smaller by one power of $r$ and drops out:
\begin{equation}
-a(a+2)+2+s-\frac{Z^2}{c^2}=0 .
\end{equation}
With $P\sim r^q$ and $q=a+1$,
\begin{equation}
q=\sqrt{3+s-Z^2/c^2},
\end{equation}
where $s=0$ describes the scalar-relativistic function. For $Z=82$, $q=1.63$ without spin-orbit coupling, $0.80$ for $p_{1/2}$ and $1.91$ for $p_{3/2}$. Thus $R$ behaves as $r^{0.63}$, $r^{-0.20}$ and $r^{0.91}$. Each scalar-relativistic p function vanishes at the nucleus, whereas $p_{1/2}$ diverges weakly. A finite sum of vanishing functions vanishes too, so this limiting form is missing at every finite cutoff, although the expansion converges in energy.

Most of the slow convergence does not come from the region $r\ll Z/2c^2$. In the model atom below, keeping the coupling only inside 0.0022 bohr leaves a $p_{1/2}$ error of 0.5 mHa at a cutoff of 10 hartree, keeping it only outside leaves 33 of the 38 mHa, and keeping it only beyond 0.04 bohr leaves 0.1 mHa. Somewhat farther out $E$ is still small beside $V$, so all scalar-relativistic states below a moderate cutoff have nearly the same shape there, and combining them changes it little.

For light elements the spin-orbit coupling is weak, so the defect costs little energy. A nucleus of finite size removes the divergence but not the difficulty. For lead its radius is about $1.3\times10^{-4}$ bohr, well inside the region of 0.0022 bohr found above, and outside the nucleus the shapes still differ. The errors below are for a point nucleus.

\section{Convergence with empty states}

The model potential is
\begin{equation}
V(r)=-\frac1r\Big[1+\frac{Z-1}{(1+0.6Z^{1/3}r)^2}\Big],
\end{equation}
inside a hard sphere of radius 10 bohr, which makes the empty states discrete. It is not fitted to lead, so the levels and errors below belong to the model. The reference levels are $-0.6771$ and $-0.5472$ hartree, a splitting of 0.1299 hartree or 3.54 eV. Errors relative to them, in mHa, are:

\begin{center}
\begin{tabular}{rrrrr}
cutoff (hartree) & radial states & $p_{1/2}$ & $p_{3/2}$ & $p_{1/2}$ + orbital\\
1 & 8 & 43.8 & 10.6 & 17.8\\
10 & 17 & 38.3 & 7.6 & 1.19\\
100 & 47 & 30.8 & 4.7 & 0.03\\
1000 & 143 & 21.4 & 2.3 & $<0.01$\\
10000 & 450 & 11.0 & 0.7 & $<0.01$
\end{tabular}
\end{center}

The last column belongs to the next section. Halving the $p_{1/2}$ error of the first row takes a thousandfold higher cutoff. The effective exponent of its decay grows from 0.06 in the first decade to 0.29 in the last, so no single power law can be used for extrapolation here.

The missing weight gives little warning. At 10 hartree, only $7.4\times10^{-4}$ of the norm of the $p_{1/2}$ state lies outside the basis. Dividing the energy error by this weight gives
\begin{equation}
\frac{0.0383}{7.4\times10^{-4}}\simeq52\ \text{hartree},
\end{equation}
a large energy per unit of missing norm.

At the same cutoff, the $p_{1/2}$ errors for $Z=32$ (4p), 50 (5p) and 82 (6p) are 3.5\%, 10\% and 29\% of the respective splittings. The ratios of $p_{1/2}$ to $p_{3/2}$ errors are 4.4, 4.7 and 5.1. The second-order value is 4. The next order is proportional to $s^3$ and shifts the two errors in opposite relative directions; the numbers show that the ratio rises.

\subsection*{Leaving out the core}

The one-level $p_{1/2}$ energy of Section 2 is 25 mHa above the reference, closer than the result with 17 states. The larger basis includes core states, which push the level up, but too few of the empty states that push it down.

If the 2p to 5p core states are left out, the $p_{1/2}$ error is $+8$ mHa at 10 hartree and $-36$ mHa at 1000 hartree. The small first value is a cancellation, not convergence. The sign change is allowed because the valence level is now the lowest eigenvalue of a restricted space. In the full trial space, the five lowest eigenvectors span five dimensions. Orthogonality to four core functions imposes four conditions, so some combination survives in the restricted space, with energy no higher than the fifth eigenvalue. The restricted level therefore lies at or below the full-basis one at equal cutoff, and nothing keeps it above the reference.

\section{Adding a $p_{1/2}$ local orbital}

Solve the $p_{1/2}$ equation in a sphere of radius $S=3$ bohr with $P_w(S)=0$, take the solution with four nodes, and form
\begin{equation}
Q(r)=\mathcal N\,P_w(r)\Big(1-\frac{r^2}{S^2}\Big),\quad r<S,
\end{equation}
with $Q=0$ outside and $\mathcal N$ a normalization constant. At the nucleus the factor tends to one, so $Q$ has the $p_{1/2}$ exponent. A suitable multiple of $Q$ cancels the leading singular term of the valence function, and the scalar-relativistic states represent the smoother remainder. Near $S$, $P_w\propto S-r$, so $Q\propto(S-r)^2$ and both value and slope vanish.

Since $Q$ is not orthogonal to the other states, the $j=1/2$ problem becomes $Hx=\lambda Ox$, with
\begin{equation}
O_{iQ}=\int P_iQ\,dr,\qquad
H_{iQ}=\varepsilon_iO_{iQ}-2\int P_i\frac{K'}rQ\,dr ,
\end{equation}
and $H_{QQ}$ from the functional with $\kappa=1$. In the spinor matrix, $Q$ adds two functions per atom, $m_j=\pm1/2$.

At 10 hartree the error falls from 38.3 to 1.19 mHa. The spline basis ends $P_w$ slightly inside $S$; with an exact wall at 3 bohr the errors at 1 and 10 hartree are 17.6 and 1.17 mHa and the mean energy quoted next is $-0.20$ hartree. The mean energy of $Q$ is $-0.19$ hartree, so exact agreement with the level at $-0.68$ hartree is not needed. Both energies are small beside $V$ in the core, where $Q$ and the valence function therefore have nearly the same shape. A similar shape in the core is not sufficient by itself: the scalar-relativistic states below the cutoff must also be able to correct $Q$ farther out. The number of nodes therefore still matters, and four is not the best choice here: at 10 hartree the errors with zero, two, three, five and six nodes are about 18, 3.6, 0.06, 3.1 and 28 mHa. The three-node orbital has a mean energy of $-5.4$ hartree. Other radii $S$ were not tested.

The gradual end matters. Near $S$, states below 10 hartree have wavelengths of about 1.4 bohr or more and cannot repair a much sharper feature. With $P_w$ itself, the error at this cutoff is 14.1 mHa (13.7 mHa for an exact wall). To estimate this effect, let the slope jump by $\Delta$ at $S$ and treat the high states as free waves $\sqrt{2/B}\,\sin kr$ in a box of radius $B$. Two integrations by parts give components of size $\sqrt{2/B}\,\Delta\sin(kS)/k^2$. Summing their kinetic energies above $k_m$, with level density $B/\pi$ and $\sin^2$ averaged to $1/2$, gives
\begin{equation}
\frac B\pi\int_{k_m}^\infty\frac{k^2}2\,\frac{\Delta^2}{Bk^4}\,dk=\frac{\Delta^2}{2\pi k_m}.
\end{equation}
This falls as the inverse square root of the cutoff, a factor 3.2 per decade. The computed factors are 1.8, 2.4, 2.9 and 4.8, so the estimate gives the rough size of the decay but not its details. In the spline basis the slope jump is spread over a few mesh steps of 0.015 bohr. At 10000 hartree the wavelength $2\pi/k$ is 0.044 bohr, comparable with this width, so the estimate for a sharp jump no longer applies and a faster decay is expected. For an exactly sharp jump the factors are 1.9, 2.5, 2.8 and 3.0, approaching the estimate.

The added orbital corrects $p_{1/2}$ alone. At 10 hartree, $p_{3/2}$ is still 7.6 mHa too high, and the splitting becomes
\begin{equation}
0.1299+0.0076-0.0012=0.1363\ \text{hartree},
\end{equation}
now 5\% too large. The $p_{3/2}$ level needs a higher cutoff or a local orbital of its own.

\section{Effect on the moment, and the remaining approximation}

With $b=0.01$ hartree and no local orbital, the lowest 6p state has $\langle\sigma_z\rangle=0.490$ at a cutoff of 10 hartree and 0.483 at 100 hartree. The direct calculation in the $j$ basis gives 0.455. The truncated splitting is too small, so the field mixes the two $j$ values too easily, as in the hand calculation.

The regular approximation can be checked separately. For a Coulomb potential, put $\lambda=1+E/2c^2$ and $r=\rho/\lambda$. Then $\mathbf p=\lambda\mathbf p_\rho$ and $K_E(r)=K(\rho)/\lambda$, so both terms of the Dirac equation acquire one factor $\lambda$. The regular eigenvalue is
\begin{equation}
\varepsilon=\frac E\lambda=\frac{2c^2E}{2c^2+E}.
\end{equation}
The computed 2p levels of the one-electron ion with $Z=82$ passed a test against this formula at a relative tolerance of $10^{-5}$. For the 6p levels of the model atom, restoring $E$ in $K_E$ changes the energies by less than 0.1 mHa. At a cutoff of 10 hartree without the local orbital, basis truncation is thus the much larger error. Self-consistent changes of the potential are outside this model. The numerical output follows.

\section*{Numbers as computed}
\begin{verbatim}
speed of light = 137.035999 a.u.; 1 hartree = 27.211386 eV
Z=82 ion 2p1/2: computed -982.7400, from Dirac formula -982.7400 Ha
Z=82 ion 2p3/2: computed -880.3650, from Dirac formula -880.3650 Ha
exponent of P near nucleus, SR p: 1.6262, law 1.6254
exponent of P near nucleus, p1/2: 0.8085, law 0.8012
model atom Z=82, sphere radius 10.0 bohr, 699 splines
SR p levels 2p..6p (Ha): -552.4210 -129.0786 -28.0037 -4.6266 -0.5796
xi of 6p = 0.036020 Ha
first order: 6p1/2 -0.651679, 6p3/2 -0.543620 Ha
reference:   6p1/2 -0.677127, 6p3/2 -0.547179 Ha
splitting: first order 0.108059, reference 0.129948 Ha = 3.5361 eV
Dirac: 6p1/2 -0.677046, 6p3/2 -0.547126, splitting 0.129920 Ha
local orbital, radius 3.0 bohr: mean energy hard wall -0.3696, smooth -0.1898 Ha
columns: cutoff/Ha, N, errors/mHa of p1/2, p3/2, p1/2 + smooth LO,
         p1/2 + hard-wall LO; missing weight of p1/2
       1    8    43.765   10.643   17.822   26.006 5.42e-03
      10   17    38.321    7.588    1.190   14.146 7.41e-04
     100   47    30.796    4.726    0.031    5.786 7.68e-05
    1000  143    21.411    2.342    0.002    1.993 7.51e-06
   10000  450    11.041    0.683    0.001    0.413 5.87e-07
effective exponents of p1/2 error per decade of cutoff: 0.058 0.095 0.158 0.288
no core states, cutoff 10 Ha: p1/2 error 8.251 mHa
no core states, cutoff 1000 Ha: p1/2 error -36.017 mHa
Z, reference splitting/mHa, p1/2 and p3/2 errors/mHa, their ratio
 32    16.875    0.5907    0.1336   4.421
 50    29.374    2.9246    0.6232   4.693
 82   129.948   38.3209    7.5883   5.050
spin-orbital matrix at 10 Ha: dimension 102
exchange field b = 0.010 Ha, lowest 6p state, m_j = -1/2:
  cutoff 10 Ha: energy -0.642953 Ha, <sigma_z> 0.48983
  cutoff 100 Ha: energy -0.650442 Ha, <sigma_z> 0.48325
  direct j basis: energy -0.681084 Ha, <sigma_z> 0.45450
\end{verbatim}
